# Why an Unstable Collinear Macrospin Does Not Switch Without a Seed

Anyone who simulates how a current pulse switches a magnetic memory cell must decide where the magnetization starts and how long the pulse lasts. Suppose the free layer is started exactly along its easy axis, the spin polarization is exactly opposite, and the temperature is zero. In a single-domain (macrospin) simulation a sweep of the current then shows no switching, however large the current. Reading this as "the threshold has not been reached" would be wrong, and so would expecting a reversal as soon as the threshold is passed. The starting angle is a physical input, and the necessary pulse length depends on it.

## The belief and its appeal

The belief is this: above the critical current the spin-transfer torque beats the damping torque, so the magnetization turns over at once.

Its first half is sound. At a small angle $\theta$ from the easy axis, damping pulls the magnetization back and spin transfer pushes it away. Comparing the two gives a definite critical current. But both torques contain the factor $\sin\theta$. The comparison divides this common factor out, and with it the information that both torques vanish at $\theta=0$. The threshold says which torque is larger at a given small angle. It does not say that there is an angle.

## The model

Let $\mathbf m$ be the unit vector along the moment of a uniformly magnetized layer, with total moment $M$. The easy axis is $\mathbf z$, and the anisotropy acts as a field $B_K m_z\mathbf z$. The unit vector $\mathbf p$ is the direction of the magnetic moments of the incoming polarized electrons. There is no other field, and the temperature is zero.

A current $I$ brings $I/e$ electrons per unit time. With efficiency $\eta$, taken as independent of angle, they carry angular momentum at the rate $\eta\hbar I/(2e)$. The layer absorbs the part transverse to $\mathbf m$, whose direction and size are given by

$$\mathbf p-(\mathbf m\cdot\mathbf p)\mathbf m=-\mathbf m\times(\mathbf m\times\mathbf p).$$

The angular momentum of the layer has magnitude $M/\gamma$, with $\gamma>0$. Dividing the absorbed rate by $M/\gamma$ gives the contribution to $d\mathbf m/dt$, so that with Gilbert damping $\alpha$

$$\frac{d\mathbf m}{dt}=-\gamma B_K m_z\,\mathbf m\times\mathbf z+\alpha\,\mathbf m\times\frac{d\mathbf m}{dt}-\gamma b\,\mathbf m\times(\mathbf m\times\mathbf p),\qquad b=\frac{\eta\hbar I}{2eM}.$$

The layer starts near $+\mathbf z$ and $\mathbf p=-\mathbf z$, so positive $I$ favours reversal.

## The collinear state is an equilibrium at every current

Put $\mathbf m=\mathbf z$. Then $\mathbf m\times\mathbf z=0$ and $\mathbf m\times\mathbf p=0$, which leaves $d\mathbf m/dt=\alpha\,\mathbf m\times d\mathbf m/dt$. The right side is perpendicular to $d\mathbf m/dt$. Taking the scalar product with $d\mathbf m/dt$ gives $|d\mathbf m/dt|^2=0$, so the magnetization is at rest.

Solved for $d\mathbf m/dt$, as is done below, the equation has a right side that is polynomial in $\mathbf m$. Its solution from a given start is therefore unique, and the constant solution is the one that occurs. The layer does not switch late; it never switches. An added field along $\mathbf z$ changes nothing, since its torque also contains $\mathbf m\times\mathbf z$. This statement belongs to the uniform layer. In a real pillar the current produces a circulating Oersted field in the plane. It averages to zero over the disc, but a spatially resolved simulation feels it and can leave the pole through a nonuniform mode.

## What the threshold does say

Let $\mathbf T$ be the sum of the anisotropy and spin-transfer terms. With $\mathbf p=-\mathbf z$,

$$\mathbf T=-\gamma B_K m_z\,\mathbf m\times\mathbf z+\gamma b\,\mathbf m\times(\mathbf m\times\mathbf z),\qquad \frac{d\mathbf m}{dt}=\mathbf T+\alpha\,\mathbf m\times\frac{d\mathbf m}{dt}.$$

Every term is perpendicular to $\mathbf m$, so $\mathbf m\times(\mathbf m\times d\mathbf m/dt)=-d\mathbf m/dt$. Taking $\mathbf m\times$ of the second equation gives $\mathbf m\times d\mathbf m/dt=\mathbf m\times\mathbf T-\alpha\,d\mathbf m/dt$. Inserting this back,

$$(1+\alpha^2)\frac{d\mathbf m}{dt}=\mathbf T+\alpha\,\mathbf m\times\mathbf T.$$

In $\mathbf m\times\mathbf T$ the triple product reduces to $\mathbf m\times[\mathbf m\times(\mathbf m\times\mathbf z)]=-\mathbf m\times\mathbf z$. Collecting terms,

$$(1+\alpha^2)\frac{d\mathbf m}{dt}=-\gamma(B_Km_z+\alpha b)\,\mathbf m\times\mathbf z-\gamma(\alpha B_Km_z-b)\,\mathbf m\times(\mathbf m\times\mathbf z).$$

The first term is azimuthal and describes precession. For the polar angle take the $z$ component. There $(\mathbf m\times\mathbf z)_z=0$, and $\mathbf m\times(\mathbf m\times\mathbf z)=m_z\mathbf m-\mathbf z$ has $z$ component $\cos^2\theta-1=-\sin^2\theta$. The left side is $-(1+\alpha^2)\sin\theta\,\dot\theta$. Dividing by $-\sin\theta$,

$$\dot\theta=\frac{\gamma(b-\alpha B_K\cos\theta)\sin\theta}{1+\alpha^2}=\frac{(i-\cos\theta)\sin\theta}{\tau_0},$$

$$\tau_0=\frac{1+\alpha^2}{\alpha\gamma B_K},\qquad i=\frac{b}{\alpha B_K}=\frac{I}{I_c},\qquad I_c=\frac{2e\alpha MB_K}{\eta\hbar}.$$

For small angles $\dot\theta=(i-1)\theta/\tau_0$, so $\theta=\theta_0e^{(i-1)t/\tau_0}$. Above $I_c$ an existing angle is amplified exponentially. If $\theta_0=0$, the amplified angle is zero.

## How long the reversal takes

The useful finishing line is the equator, $\theta=90^\circ$. After the current is switched off, $i=0$ and $\dot\theta=-\cos\theta\sin\theta/\tau_0$. This is negative above the equator and positive below it, so the layer relaxes to the nearer pole.

With $u=\cos\theta$, $\dot u=-\sin\theta\,\dot\theta=-(i-u)(1-u^2)/\tau_0$. For $i>1$ the time from $u_0=\cos\theta_0$ to $u=0$ is

$$t=\tau_0\int_0^{u_0}\frac{du}{(i-u)(1-u)(1+u)}.$$

Write the integrand as $A/(1-u)+B/(1+u)+C/(i-u)$. Multiplying by each denominator in turn and setting $u=1$, $-1$ and $i$ gives

$$A=\frac1{2(i-1)},\qquad B=\frac1{2(i+1)},\qquad C=-\frac1{i^2-1}.$$

Hence $t=\tau_0[F(u_0)-F(0)]$ with

$$F(u)=-\frac{\ln(1-u)}{2(i-1)}+\frac{\ln(1+u)}{2(i+1)}+\frac{\ln(i-u)}{i^2-1},\qquad F(0)=\frac{\ln i}{i^2-1}.$$

For small $\theta_0$ use $1-u_0\approx\theta_0^2/2$, $1+u_0\approx2$ and $i-u_0\approx i-1$. The last step needs $\theta_0^2\ll i-1$. The first logarithm becomes $[\ln(1/\theta_0)+\tfrac12\ln2]/(i-1)$. The two terms in $\ln2$ add to

$$\frac{\ln2}{2}\left(\frac1{i-1}+\frac1{i+1}\right)=\frac{i\ln2}{i^2-1},$$

and therefore

$$t\approx\tau_0\left[\frac{\ln(1/\theta_0)}{i-1}+\frac{i\ln2+\ln\frac{i-1}{i}}{i^2-1}\right].$$

As $\theta_0\to0$ the time diverges, in agreement with the motionless collinear state. The divergence is only logarithmic, so the time grows slowly as the starting angle is made smaller. For $i\gg1$ the result tends to $(\tau_0/i)\ln(2/\theta_0)$. A strong current shortens the wait but does not remove the logarithm.

## The numbers

Take round model parameters: a disc of diameter 40 nm and thickness 1 nm with magnetization $10^6$ A/m, $B_K=0.4$ T, $\alpha=0.02$ and $\eta=0.5$. Here $B_K$ is the effective anisotropy field, with the demagnetizing field already subtracted. For an exchange stiffness of 10 to 20 pJ/m the domain-wall width is 22 to 31 nm, so a 40 nm disc lies at the edge of the single-domain regime, and the times below are those of the macrospin model. The moment is $M=1.2566\times10^{-18}$ A m², and the formula gives $I_c=61.1$ µA. The growth rate of small deviations, found numerically from the vector equation, changes sign at the same current. The time scale is

$$\tau_0=\frac{1.0004}{0.02\times1.7609\times10^{11}\times0.4}\ \text{s}=0.710\ \text{ns}.$$

Apply twice the critical current, 122 µA. An exactly collinear start, followed numerically for 7.10 ns, has a transverse component of zero at the end. The same holds at ten times $I_c$, a current density of 49 MA/cm² that serves as a test of the equation and not as an operating point of a tunnel junction. For $\theta_0=0.01$ and $i=2$, the second term in the bracket is $(2\ln2-\ln2)/3=0.231$, so

$$t=0.7102\,(4.605+0.231)\ \text{ns}=3.435\ \text{ns}.$$

Direct integration of the vector equation gives the same time. For every angle in the table it agrees with the exact expression $\tau_0[F(u_0)-F(0)]$ to the digits shown:

| $\theta_0$ (rad) | initial $\dot\theta$ (rad/ns) | time to equator (ns) |
|---|---|---|
| $10^{-1}$ | $1.413\times10^{-1}$ | 1.800 |
| $10^{-2}$ | $1.408\times10^{-2}$ | 3.435 |
| $10^{-3}$ | $1.408\times10^{-3}$ | 5.070 |
| $10^{-4}$ | $1.408\times10^{-4}$ | 6.705 |

The middle column falls in proportion to the angle: this is the vanishing torque. At small angles each factor of ten in $\theta_0$ costs $\tau_0\ln10/(i-1)=1.635$ ns. At $i=4$ the time from 0.01 rad drops from 3.435 to 1.208 ns, nearly the factor of three by which $i-1$ has grown.

Seed and pulse length together decide whether the bit is written. From 0.01 rad at $2I_c$, a pulse of 3.091 ns ends at $m_z=0.655$, and the layer relaxes back to $+1$. A pulse of 3.778 ns ends at $m_z=-0.832$, and the layer goes on to $-1$. Both pulses have the same current, well above threshold. From $10^{-3}$ rad the longer pulse would fail too, because the equator is then reached only after 5.070 ns.

## Below threshold, a large angle can still switch

The threshold belongs to small perturbations in the other direction too. For $0<i<1$, $\dot\theta$ changes from negative to positive at $\cos\theta=i$. Smaller angles shrink and larger ones grow. At $i=0.8$ the dividing angle is $36.87^\circ$. A start at $30^\circ$ has decayed to $1.00^\circ$ after 14.20 ns, while a start at $45^\circ$ reaches the equator in 2.17 ns. "Above $I_c$" is thus neither sufficient for switching from the exact pole nor necessary from a large angle.

## Where the first angle comes from

**A tilted polarizer.** Let $\mathbf p=(\sin\delta,0,-\cos\delta)$. At $\mathbf m=\mathbf z$ the spin-transfer term is $\gamma b\sin\delta\,\mathbf x$, which is not zero. Since $\mathbf T$ and $\mathbf m\times\mathbf T$ are perpendicular and equally long, $|\mathbf T+\alpha\,\mathbf m\times\mathbf T|=\sqrt{1+\alpha^2}\,|\mathbf T|$. The initial turning rate is therefore $\gamma b\sin\delta/\sqrt{1+\alpha^2}$. With $b=16$ mT and $\delta=1^\circ$ it is 0.0492 rad/ns.

To turn this into a seed angle, write $\psi=m_x+\mathrm jm_y$ with $\mathrm j^2=-1$. To first order in $\psi$, taking $\mathbf z\times$ of a transverse vector multiplies it by $\mathrm j$, and $\mathbf m\cdot\mathbf p\approx-\cos\delta$ in the spin-transfer term. The equation of motion becomes

$$(1-\mathrm j\alpha)\dot\psi=\gamma\left[(b\cos\delta+\mathrm jB_K)\psi+b\sin\delta\right].$$

Starting from $\psi=0$, the solution is $\psi=\psi_s(e^{\lambda t}-1)$, where $\lambda$ is the coefficient of $\psi$ after division by $1-\mathrm j\alpha$. That factor cancels in

$$|\psi_s|=\frac{b\sin\delta}{\sqrt{B_K^2+b^2\cos^2\delta}}.$$

Once the exponential is large, the $-1$ is negligible and the motion resembles one started at the angle $|\psi_s|$. Here this is $6.98\times10^{-4}$ rad. The closed formula then gives 5.326 ns, and the full integration 5.327 ns. The estimate neglects the tilt at large angles, so the agreement worsens as the tilt grows: at $\delta=10^\circ$ the estimate is 3.69 ns and the full integration 3.80 ns.

**Earlier thermal motion.** Before the pulse, a layer at temperature $T$ has the anisotropy energy $\tfrac12MB_K\sin^2\theta$. Near the pole the Boltzmann weight is $\theta e^{-\Delta\theta^2}d\theta$ with $\Delta=MB_K/(2k_BT)$. Substituting $s=\theta^2$,

$$\langle\theta^2\rangle\approx\frac{\int_0^\infty s\,e^{-\Delta s}ds}{\int_0^\infty e^{-\Delta s}ds}=\frac1\Delta.$$

At 300 K, $\Delta=60.7$ and the root-mean-square angle is 0.128 rad; integration over the whole well gives 0.130 rad. From the latter angle the equator is reached in 1.62 ns at $2I_c$. This is the time for one representative angle. It is not the mean switching time: averaging the time over the Boltzmann distribution of starting angles gives 1.82 ns. Both values leave out thermal noise during the pulse.

**Rounding error.** In double-precision arithmetic $\sin\pi$ evaluates to $1.225\times10^{-16}$. A start with this transverse component, meant to be collinear, reaches the equator after 26.18 ns at $2I_c$. The formula gives the same value. Where the residue lands depends on the code. If it sits in the polarizer, written as $(\sin\pi,0,\cos\pi)$, it acts as a tilt, the seed is smaller by about $b/B_K$, and the time is 28.47 ns. An integrator that steps the polar angle from $\theta=\pi$ can lose every increment to rounding and stay at the pole. The seed behind such a delay comes from the number format, so the delay is not a prediction for the device. A zero-temperature switching time has a meaning when the starting direction of the magnetization is stated with it, together with any polarizer tilt or transverse field. Naming a transverse field alone is not enough, because the time also depends on whether the layer starts at the exact pole or at rest in the field: with 1 mT at $2I_c$ the equator is reached after 4.43 ns from the pole and after 6.71 ns from rest. A spatially resolved simulation has a further seed in the Oersted field of the current, 1.2 mT at the rim of this disc at $2I_c$, which the macrospin model omits.

The numerical output below lists these values with their units.

## Calculated quantities

```
disc diameter = 40 nm, thickness = 1 nm
magnetization = 1.0e+06 A/m, B_K = 0.4 T
alpha = 0.02, eta = 0.5, I/I_c = 2.0
gamma = 1.7609e+11 rad/(s T)
moment M = 1.2566e-18 A m^2
I_c formula = 61.093 uA
I_c from Jacobian = 61.093 uA
applied current = 122.19 uA
spin-torque field b = 16.00 mT
tau0 = 0.7102 ns
growth rate at 2 I_c (Jacobian) = 1.4081 1/ns
collinear run length = 7.10 ns
collinear run, I/I_c = 2 and 10: transverse m = 0.0
theta0 = 1e-01 rad: initial dtheta/dt = 1.413e-01 rad/ns
  equator time: simulated 1.800 ns, formula 1.800 ns
theta0 = 1e-02 rad: initial dtheta/dt = 1.408e-02 rad/ns
  equator time: simulated 3.435 ns, formula 3.435 ns
theta0 = 1e-03 rad: initial dtheta/dt = 1.408e-03 rad/ns
  equator time: simulated 5.070 ns, formula 5.070 ns
theta0 = 1e-04 rad: initial dtheta/dt = 1.408e-04 rad/ns
  equator time: simulated 6.705 ns, formula 6.705 ns
small-angle formula at 1e-2 rad = 3.435 ns
extra time per decade: simulated 1.635 ns
extra time per decade: formula 1.635 ns
I/I_c = 4, theta0 = 1e-2 rad: equator time = 1.208 ns
floating-point sin(pi) = 1.225e-16
rounding-seeded equator time: simulated 26.18 ns
rounding-seeded equator time: formula 26.18 ns
pulse 3.091 ns (theta0 = 1e-2 rad): m_z at end 0.655, relaxed 1.000
pulse 3.778 ns (theta0 = 1e-2 rad): m_z at end -0.832, relaxed -1.000
I/I_c = 0.8: separatrix angle = 36.87 deg
  start 30 deg: angle after 14.20 ns = 1.00 deg
  start 45 deg: equator time = 2.17 ns
polarizer tilt = 1.0 deg
  initial turning rate at pole = 0.0492 rad/ns
  equivalent seed angle = 6.975e-04 rad
  equator time: simulated 5.327 ns, seed estimate 5.326 ns
thermal stability factor at 300 K = 60.68
thermal rms angle: quadrature 0.1297 rad
thermal rms angle: 1/sqrt(factor) = 0.1284 rad
equator time from rms angle = 1.617 ns
```
